# Why the Hall resistivity ignores interactions, and what changes it

## The frame that removes the electric field

A uniform electric field $E$ perpendicular to a uniform magnetic field $B$ supplies one velocity scale, $E/B$. If no friction or lattice supplies another frame of reference, this velocity has a direct meaning. An observer moving at velocity $\mathbf V$, slow compared with light, sees $\mathbf E'=\mathbf E+\mathbf V\times\mathbf B$ and the same $\mathbf B$. Choose

$$\mathbf V_d=\frac{\mathbf E\times\mathbf B}{B^2},\qquad \mathbf V_d\times\mathbf B=\frac{\mathbf B(\mathbf E\cdot\mathbf B)-\mathbf E B^2}{B^2}=-\mathbf E .$$

Then $\mathbf E'=0$. Electrons in equilibrium in that frame carry no bulk current there, so in the laboratory they all share the mean velocity $\mathbf V_d$.

Let the electrons have charge $-e$ and density $n$, let $\mathbf B=B\hat{\mathbf z}$, and define resistivity by $E_a=\sum_b\rho_{ab}J_b$. Since $\mathbf V_d=(E_y,-E_x)/B$,

$$\mathbf J=-ne\mathbf V_d=\frac{ne}{B}(-E_y,E_x),\qquad \rho_{xx}=0,\qquad \rho_{xy}=\frac{B}{ne}.$$

The interaction strength does not appear. The assumptions are that interactions depend on coordinate differences alone, that the neutralising background is uniform, and that nothing else exerts a force. A moving uniform background still exerts no force, so it does not spoil the change of frame.

## The boost for interacting quantum electrons

Take $\mathbf E=E\hat{\mathbf x}$ and the gauge $\mathbf A=(0,Bx,0)$. With $\pi_{y}=p_{y}+eBx$, the Hamiltonian is

$$H_E=\sum_i\left[\frac{p_{xi}^2+\pi_{yi}^2}{2m}+eEx_i\right]+U,$$

where $U$ is the mutual interaction. Let $\Psi_0$ solve the problem at $E=0$, and try

$$\Psi=e^{i\theta/\hbar}\,\Psi_0(x_i,y_i-Vt,t),\qquad \theta=\sum_i\left(mVy_i-\tfrac12mV^2t\right).$$

The time derivative acts on the phase, on the shifted coordinates and on the explicit time:

$$i\hbar\partial_t\Psi=e^{i\theta/\hbar}\Big[H_0+\sum_i\big(Vp_{yi}+\tfrac12mV^2\big)\Big]\Psi_0 .$$

In $H_E\Psi$, moving the phase to the left replaces $\pi_y$ by $\pi_y+mV$. Expanding the square gives

$$H_E\Psi=e^{i\theta/\hbar}\Big[H_0+\sum_i\big(Vp_{yi}+eBVx_i+\tfrac12mV^2+eEx_i\big)\Big]\Psi_0 .$$

The interaction is unchanged because a common shift leaves coordinate differences alone. The two expressions agree if $V=-E/B$, which is the $y$ component of $\mathbf V_d$. The velocity operator $\pi_y/m$ gains $V$, hence $\langle\mathbf v\rangle=\mathbf V_d+\langle\mathbf v\rangle_0$.

The last term vanishes in a stationary state at $E=0$: the total momentum is constant, interactions cancel in pairs, and the remaining force $-eN\langle\mathbf v\rangle_0\times\mathbf B$ must be zero. For a state that is not stationary, let $\mathbf u$ be the centre-of-mass velocity relative to $\mathbf V_d$. Summing the equations of motion gives $m\dot{\mathbf u}=-e\mathbf u\times\mathbf B$. This is a rotation at $\omega_c=eB/m$, which averages to zero over one period.

A classical example separates collective from individual motion. Sixteen electrons with softened Coulomb repulsion were followed for one cyclotron period, in units $m=e=B=1$ with $E=0.2$. Their mean drift was $1.000000\,E/B$, while the standard deviation of the individual drifts along that direction was $1.99\,E/B$. The repulsion gives the electrons very different individual drifts, here mostly by turning and spreading the cluster as a whole, but it cannot change the drift of their centre of mass.

A static lattice potential $W(y)$ defeats the construction. The shifted wavefunction supplies $W(y-Vt)$ where the laboratory Hamiltonian contains $W(y)$. Seen from the drift frame, the lattice moves at $-V$ and drives the electrons, so the problem is no longer one of equilibrium. In an extreme case, nine electrons placed in separate deep wells had a mean drift of only $0.006\,E/B$ over twenty cyclotron periods. They were pinned.

## Which forces matter

Let $\mathbf f$ be the force per volume exerted on the electrons by scatterers and lattice. In a steady state

$$-ne(\mathbf E+\mathbf V\times\mathbf B)+\mathbf f=0 .$$

Substituting $\mathbf V=-\mathbf J/(ne)$ gives

$$\mathbf E=\frac{\mathbf J\times\mathbf B}{ne}+\frac{\mathbf f}{ne}.$$

For current along $y$, the $x$ component gives the Hall ratio

$$r\equiv\frac{\rho_{xy}\,ne}{B}=1+\frac{f_x}{J_yB}.$$

Only the part of $\mathbf f$ transverse to the current changes $r$. Friction of the form $\mathbf f=-n\Gamma(|\mathbf V|)\mathbf V$ has no such part, however strongly $\Gamma$ depends on the drift speed. It produces a longitudinal resistance and leaves $r=1$. Velocity-dependent friction can alter the Hall resistivity when it depends on the velocity of each electron separately.

## Friction that depends on each electron's energy

Consider nondegenerate electrons with mass tensor $M$ and elastic scattering that randomises direction in a time $\tau(\varepsilon)$. Write the distribution as $f_0+g$, with $f_0'=df_0/d\varepsilon$. To first order in $\mathbf E$, the Boltzmann equation is

$$-e\mathbf E\cdot\mathbf v f_0'-e(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}g=-\frac g\tau .$$

Try $g=-f_0'\,\mathbf p\cdot\mathbf W(\varepsilon)$, a separate drift $\mathbf W$ for each energy. The magnetic force does no work, so the derivative acts only on the explicit $\mathbf p$. Using $(\mathbf v\times\mathbf B)\cdot\mathbf W=\mathbf v\cdot(\mathbf B\times\mathbf W)$ and dividing by $f_0'$,

$$\mathbf v\cdot\left[-e\mathbf E+e\mathbf B\times\mathbf W\right]=\mathbf v\cdot\frac{M\mathbf W}{\tau}
\quad\Rightarrow\quad \frac{M\mathbf W}{\tau}=-e(\mathbf E+\mathbf W\times\mathbf B).$$

The total drift is $n^{-1}\int\mathbf v g$. The energy-shell average of $v_ap_b$ is $\tfrac23\varepsilon\delta_{ab}$, the density of states varies as $\varepsilon^{1/2}$, and $-f_0'\propto e^{-x}$ with $x=\varepsilon/kT$. Therefore

$$\mathbf V=\langle\mathbf W\rangle,\qquad \langle A\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}A\,dx .$$

For an isotropic mass, combine components as $w=W_x+iW_y$ and $\mathcal E=E_x+iE_y$. Then $\mathbf W\times\mathbf B$ becomes $-iBw$, and with $\nu=1/\tau$

$$w=-\frac{e\mathcal E/m}{\nu-i\omega_c},\qquad
\mathcal E=\frac{m}{ne^2S_0}(J_x+iJ_y),\qquad S_0=\left\langle\frac1{\nu-i\omega_c}\right\rangle .$$

The coefficient of $J_y$ in $E_x$ is $\rho_{xy}=-(m/ne^2)\,\mathrm{Im}(1/S_0)$, so $r=-\mathrm{Im}(1/S_0)/\omega_c$.

In weak $B$, $S_0\simeq\langle\tau\rangle+i\omega_c\langle\tau^2\rangle$, which gives

$$r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\ge1 .$$

For acoustic phonons at temperatures where they are thermally populated, the squared matrix element is taken as independent of energy. The rate then follows the density of final states, so $\tau\propto x^{-1/2}$ and

$$r=\frac{\Gamma(3/2)\Gamma(5/2)}{\Gamma(2)^2}=\frac{3\pi}{8}=1.178 .$$

In strong $B$, expanding $1/S_0$ in $\nu/\omega_c$ gives

$$\frac1{S_0}\simeq\langle\nu\rangle-i\omega_c\left[1+\frac{\langle\nu^2\rangle-\langle\nu\rangle^2}{\omega_c^2}\right].$$

Thus $r\to1$ once every important group of electrons completes many orbits between collisions. The $1/\omega_c^2$ term requires a finite $\langle\nu^2\rangle$. This holds for acoustic friction but not for an unscreened rate $\propto x^{-3/2}$.

Electron–electron collisions also restore $r=1$. Model them by a rate $\gamma$, independent of energy, that pulls each $w$ towards the common drift $V=\langle w\rangle$. They conserve momentum because $\langle w-V\rangle=0$. The balance is now

$$(\nu+\gamma-i\omega_c)w=-\frac{e\mathcal E}{m}+\gamma V .$$

Dividing by the bracket, averaging and solving for the field gives

$$-\frac{e\mathcal E}{m}=V\left(\frac1S-\gamma\right),\quad S=\left\langle\frac1{\nu+\gamma-i\omega_c}\right\rangle,\quad
r=-\frac{1}{\omega_c}\,\mathrm{Im}\left(\frac1S-\gamma\right).$$

For large $\gamma$, $1/S-\gamma\to\langle\nu\rangle-i\omega_c$ and $r\to1$. In weak $B$ with acoustic friction, $r$ is 1.178 without these collisions. It falls to 1.041 when $\gamma$ equals the friction rate at energy $kT$, and to 1.002 when $\gamma$ is ten times larger. Interactions therefore do affect $r$ when the friction rate depends on each electron's energy.

## Two effects of a lattice

**Bragg reflection.** In a single band, $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$. Solving for the velocity perpendicular to $\mathbf B$,

$$\mathbf v=\frac{\mathbf E\times\mathbf B}{B^2}+\frac{\hbar}{eB^2}\,\dot{\mathbf k}\times\mathbf B .$$

On a closed orbit the last term averages to zero. If all occupied states lie on closed electron orbits and $\omega_c\tau\gg1$, then $\rho_{xy}=B/(ne)$ even though a lattice is present. On an open orbit $\mathbf k$ keeps advancing, and this argument fails.

Now let the band be nearly full, with $p$ empty states per volume on closed orbits. A full band carries no current. The actual current is therefore minus what electrons in the empty states would carry:

$$\mathbf J=-(-ep\mathbf V_d)=ep\mathbf V_d,\qquad \rho_{xy}=-\frac{B}{pe},\qquad r=-\frac np .$$

The mean electron velocity is $\mathbf V=-(p/n)\mathbf V_d$, opposite to the free drift. Force balance shows what turns the electrons round:

$$\frac{\mathbf f}{n}=e(\mathbf E+\mathbf V\times\mathbf B)=e\mathbf E\,\frac{n+p}{n}.$$

Averaged over the electrons, the lattice pushes against the electric force, and slightly harder than that force.

A square-lattice band with constant $\tau$ and $\omega_c\tau=10$ at the band bottom illustrates both cases. At 0.171 electrons per cell, $r=1.000$. At 1.829 per cell, $r=-10.67$, in agreement with $-n/p$. The force along $\mathbf E$ is then $1.0925\,eE$ per electron, close to the limiting value $2/1.8286=1.0937$.

**Unequal masses.** Silicon has six ellipsoidal valleys. With $\mathbf B$ along a cubic axis, the pairs of in-plane masses $(a,b)$ are $(m_t,m_t)$, $(m_l,m_t)$ and $(m_t,m_l)$, each with weight one third. The force equation for one valley reads

$$a\nu W_x+eBW_y=-eE_x,\qquad b\nu W_y-eBW_x=-eE_y .$$

With $D=ab\nu^2+e^2B^2$, its solution has

$$W_x=-\frac{e\,(b\nu E_x-eBE_y)}{D}.$$

Average over energies and valleys, the latter shown by a bar, and write $\mathbf V=-\mu\mathbf E$. Then

$$\mu_{xx}=e\,\overline{\langle b\nu/D\rangle},\qquad \mu_{xy}=-e^2B\,\overline{\langle1/D\rangle},\qquad
r=\frac{-\mu_{xy}}{B(\mu_{xx}^2+\mu_{xy}^2)} .$$

The last formula follows from $\rho=\mu^{-1}/(ne)$, with $\mu_{yy}=\mu_{xx}$ and $\mu_{yx}=-\mu_{xy}$ after the valley average. In weak $B$, with $K=m_l/m_t$,

$$\overline{\frac1{ab}}=\frac{K+2}{3Km_t^2},\qquad \overline{\frac1a}=\frac{2K+1}{3Km_t},$$

$$r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\,\frac{\overline{1/(ab)}}{(\overline{1/a})^2}
=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\,\frac{3K(K+2)}{(2K+1)^2}.$$

The mass factor never exceeds one, since $(2K+1)^2-3K(K+2)=(K-1)^2$. It opposes the effect of energy-dependent friction.

## How large: a silicon Hall bar at 77 K

The inputs are rough values for lightly doped n-type silicon: free-electron density $10^{14}$ cm$^{-3}$, mobility $2\times10^4$ cm$^2$/Vs, $m_t=0.19\,m_e$ and $m_l=0.92\,m_e$. Friction is first taken to be purely acoustic, an idealisation that ignores the ionised donors supplying the electrons. The mass factor is 0.871, so the weak-field ratio is $1.178\times0.871=1.026$. With density, mobility and temperature held fixed:

| $B$ (T) | $r$, isotropic mass | $r$, six valleys |
|---|---|---|
| 0.01 | 1.178 | 1.025 |
| 0.1 | 1.150 | 0.988 |
| 0.3 | 1.091 | 0.925 |
| 1 | 1.024 | 0.921 |
| 3 | 1.004 | 0.980 |

The valley result passes below one and then returns. Its strong-field expansion explains the return. To second order in $1/B$,

$$r\simeq1+\frac{\overline{ab}\,\langle\nu^2\rangle-\bar b^{\,2}\langle\nu\rangle^2}{e^2B^2}.$$

The ratio of the positive term to the negative one is

$$\frac{3(2K+1)}{(K+2)^2}\,\frac{\langle\nu^2\rangle}{\langle\nu\rangle^2}\simeq0.685\times1.104=0.76 .$$

It is below one, so $r$ approaches one from below. Since $r$ starts above one, it must cross one and pass through a minimum.

For a bar 0.5 mm thick carrying 0.1 mA at 0.1 T,

$$\frac{B}{ne}=\frac{0.1}{10^{20}\times1.602\times10^{-19}}\ \Omega\,\mathrm m=0.624\ \Omega\,\mathrm{cm},$$

and $\rho_{xy}=0.988\times0.624=0.617\ \Omega\,\mathrm{cm}$. The Hall voltage is

$$V_H=\frac{\rho_{xy}I}{d}=\frac{6.17\times10^{-3}\times10^{-4}}{5\times10^{-4}}\ \mathrm V=1.23\ \mathrm{mV}.$$

Assuming $r=1$ gives a density of $1.012\times10^{14}$ cm$^{-3}$, which is 1.2% above the true model value. At 1 T the same assumption gives $1/0.9213=1.085$ times the true value, an error of 8.5%. The small error at 0.1 T is a cancellation between friction and mass anisotropy.

Ionised impurities can upset that cancellation. Adding an impurity rate proportional to $x^{-3/2}$, equal to 10% of the acoustic rate at energy $kT$, lowers the isotropic weak-field ratio from 1.178 to 1.066. With the mass factor, $r$ becomes $0.871\times1.066=0.93$ instead of 1.03. Such a contribution cannot be avoided, because $10^{14}$ cm$^{-3}$ free electrons leave at least as many ionised donors. A Brooks–Herring estimate (Born scattering from a Debye-screened Coulomb potential, dielectric constant 11.7, total mobility held fixed) puts their rate at roughly 18% of the acoustic rate at energy $kT$. It gives $r\approx0.91$ from weak field up to 1 T and $r\approx0.98$ at 3 T. The start above one, the crossing and the 1.2% error at 0.1 T are therefore features of the purely acoustic model. The scattering time may also differ along the valley axes. In weak $B$ this replaces $K$ by $(\tau_t/m_t)/(\tau_l/m_l)$; if that were 4, the mass factor would be $72/81=0.89$, 2% higher, and if it were 7.5, the factor would be $0.835$, 4% lower. Which way it moves depends on the deformation potentials and is not settled here.

Electron–electron collisions are also left out of the silicon estimate. The model above shows that they would lower the friction factor noticeably if $\gamma$ were comparable with the friction rate. Collisions between electrons of different valleys would also pull the valley drifts together and bring the mass factor closer to one, so the two changes partly offset each other. Their size is not estimated here.

The acoustic friction law is itself approximate at 77 K. It needs phonon energies well below $kT$, but an electron of energy $kT$ that reverses its direction exchanges a phonon of energy $2c_s\sqrt{2m\,kT}$. With a rough sound speed $c_s=9$ km/s this is about $0.4\,kT$ for the conductivity mass $0.26\,m_e$ and $0.7\,kT$ for $m_l$. Deviations of $r$ from one at the per cent level therefore belong to the model and are not predictions for a real sample.

Some other omissions can be sized roughly. Doubling the friction above 60 meV, a crude stand-in for emission of high-energy phonons, changes the isotropic $r$ by about 0.001. This is not an upper bound: a steeper rise of the friction, or scattering by phonons of lower energy, can change $r$ far more. The same doubling placed at 20 meV raises the isotropic $r$ by about 0.15, so the small figure reflects the high threshold of about $9\,kT$. The degeneracy parameter $n/N_c$, with $N_c$ the effective density of states, is $3\times10^{-5}$. For a 2 mm wide bar, the squared ratio of drift speed to a rough sound speed of 9 km/s is $5\times10^{-7}$, so carrier heating should be negligible. Landau quantisation matters more as the field rises: $\hbar\omega_c/kT$, using $m_t$, is 0.009 at 0.1 T and 0.28 at 3 T.

## What to do about it

Measure $\rho_{xy}/B$ over a range of fields. In these models a field-dependent slope shows that $r$ is not one throughout the range, but a constant slope over a narrow weak-field range does not show that $r=1$.

For an absolute density, use fields where mobility times $B$ is well above one, provided that there is one carrier type, its orbits are closed and $\hbar\omega_c$ stays well below $kT$. In this example the product is 6 at 3 T, and the remaining deviation of $r$ from one is 2%. If only weak fields are available, a density obtained with $r=1$ should carry an uncertainty set by the scattering mixture. Here a modest impurity contribution moves it by about 10%.

The values quoted here are in the numerical output below or follow from the formulas, models and inputs named above.

## Calculated quantities

```
Boost identity, mismatch without lattice: 0.0e+00
Boost identity, mismatch with lattice: 0.365
16 interacting electrons, mean drift / (E/B): 1.000000
  spread of single-electron drifts / (E/B): 1.99
9 electrons in lattice wells, |mean drift| / (E/B): 0.0060
r, friction set by total drift speed: 1.000000
r, tau ~ energy^(-1/2), isotropic mass, weak B: 1.1781
  r with e-e rate 0 x friction rate at energy kT: 1.1781
  r with e-e rate 1 x friction rate at energy kT: 1.0405
  r with e-e rate 10 x friction rate at energy kT: 1.0018
  r with e-e rate 1000 x friction rate at energy kT: 1.0000
Square-lattice band, strong B (omega_c tau = 10 at band bottom):
  0.1714 electrons per cell: r = 1.0000, force on electron along E = 0.0134 eE
  1.8286 electrons per cell: r = -10.6698, force on electron along E = 1.0925 eE
  hole prediction -n/p for upper filling: -10.6697
Hall bar: T = 77 K, n = 1.0e+14 cm^-3, mobility = 20000 cm2/Vs
  masses m_t = 0.19, m_l = 0.92 m_e; K = 4.842
  conductivity mass = 0.2583 m_e, mean tau = 2.937 ps
  anisotropy factor = 0.8707, weak-B r = 1.0257
  B = 0.01 T: r isotropic = 1.1775, r valleys = 1.0249
  B = 0.1 T: r isotropic = 1.1505, r valleys = 0.9883
  B = 0.3 T: r isotropic = 1.0912, r valleys = 0.9250
  B = 1 T: r isotropic = 1.0240, r valleys = 0.9213
  B = 3 T: r isotropic = 1.0035, r valleys = 0.9796
  orbit-sum r at 1 T: 0.9213
  bar: B = 0.1 T, I = 0.1 mA, thickness = 0.5 mm, width = 2 mm
  B/(ne) = 0.6242 ohm cm, rho_xy = 0.6168 ohm cm
  Hall voltage = 1.2337 mV
  density inferred with r = 1: 1.0118e+14 cm^-3
  field along current = 0.0320 V/cm
Neglected effects:
  hbar omega_c / kT at 0.1 T (mass m_t): 0.0092
  hbar omega_c / kT at 1 T (mass m_t): 0.0918
  hbar omega_c / kT at 3 T (mass m_t): 0.2755
  degeneracy n/N_c: 2.8e-05
  isotropic weak-B r with 10% impurity rate at energy kT: 1.0657
  same r with friction doubled above 60 meV: 1.1792
  heating measure (drift/sound speed)^2, sound 9 km/s: 4.8e-07
```
